# Sequential transmission through a zero-current Büttiker probe in a nanowire transistor: test program

```python
"""Zero-current Buttiker probe P between source S and drain D.
Result under test, at each energy:
    T_eff = T_SD + T_SP*T_PD/(T_PS + T_PD)
T_ab = Tr[Gamma_a G Gamma_b G^dagger] is the transmission from b into a,
G the retarded Green function with all three contacts attached, and
T_eff the source current per unit occupation difference f_S - f_D.
Lattice model of one subband; energies in eV from the subband bottom in the
contacts, lengths in nm. A point probe of strength lam (eV nm) has broadening
lam/spacing on one site. Example: rough values for a silicon nanowire.
"""
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq

KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18      # hbar^2/(2 m_e), eV nm^2
spacing = 0.25
mass = 0.19
fermi = 0.06
barrier_on, barrier_off, width = 0.05, 0.20, 5.0
channel = 10.0
mobility = 300.0                                   # cm^2/(V s)
temperature = 300.0
wire_side = 3.0
alpha = 0.5                                        # nonparabolicity, 1/eV
degeneracy = 2 * 4                                 # spin times valleys
bias = 0.010                                       # V
x = np.arange(-100, 101) * spacing


def green(E, U, eta, m=mass):
    """Green function and contact broadening; eta = probe broadening per site."""
    t = KIN / (m * spacing**2)
    ka = np.arccos(1 - E / (2 * t))
    M = np.diag(E - 2 * t - U + 0.5j * eta).astype(complex)
    i = np.arange(len(U) - 1)
    M[i, i + 1] = t
    M[i + 1, i] = t
    M[0, 0] += t * np.exp(1j * ka)
    M[-1, -1] += t * np.exp(1j * ka)
    return np.linalg.inv(M), 2 * t * np.sin(ka)


def partial(E, U, eta, m=mass):
    """T_SD, T_SP, T_PD for one common probe reservoir (real H, reciprocal)."""
    G, gam = green(E, U, eta, m)
    return np.array([gam**2 * abs(G[0, -1])**2,
                     gam * np.sum(eta * abs(G[0, :])**2),
                     gam * np.sum(eta * abs(G[:, -1])**2)])


def combine(T):
    return T[0] + T[1] * T[2] / (T[1] + T[2])


def kinetic(G, gS, gD, gP):
    """Source current for f_S=1, f_D=0 by iterating the probe occupation."""
    A = 1j * (G - G.conj().T)
    from_S = G @ gS @ G.conj().T
    from_P = G @ gP @ G.conj().T
    total = np.trace(gP @ A).real
    a = np.trace(gP @ from_S).real / total
    b = np.trace(gP @ from_P).real / total
    f = 0.0
    for _ in range(100000):
        new = a + b * f
        done = abs(new - f) < 1e-15
        f = new
        if done:
            break
    return np.trace(gS @ (A - from_S - f * from_P)).real, f


def network(E, U, eta):
    """Many local probes, each with its own zero-current occupation."""
    G, gam = green(E, U, eta)
    p = np.flatnonzero(eta)
    e = eta[p]
    TS = gam * e * abs(G[p, 0])**2
    TD = gam * e * abs(G[p, -1])**2
    W = e[:, None] * e[None, :] * abs(G[np.ix_(p, p)])**2
    np.fill_diagonal(W, 0.0)
    f = np.linalg.solve(np.diag(TS + TD + W.sum(axis=1)) - W, TS)
    return gam**2 * abs(G[-1, 0])**2 + TD @ f


def point(position, lam):
    eta = np.zeros(len(x))
    eta[np.argmin(abs(x - position))] = lam / spacing
    return eta


# General device without time-reversal symmetry, several modes per contact
rng = np.random.default_rng(4)
n = 6
H = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
H = (H + H.conj().T) / 2
gammas = []
for _ in range(3):
    B = 0.6 * (rng.normal(size=(n, 2)) + 1j * rng.normal(size=(n, 2)))
    gammas.append(B @ B.conj().T)
Gr = np.linalg.inv(0.3 * np.eye(n) - H + 0.5j * sum(gammas))
TT = np.array([[np.trace(a @ Gr @ b @ Gr.conj().T).real for b in gammas]
               for a in gammas])                   # order S, D, P
current_r, f_r = kinetic(Gr, *gammas)
den = TT[2, 0] + TT[2, 1]
formula_r = TT[0, 1] + TT[0, 2] * TT[2, 1] / den
drain_r = TT[1, 0] + TT[1, 2] * TT[2, 0] / den
assert abs(TT[0, 2] - TT[2, 0]) > 1e-3
assert np.allclose(TT.sum(axis=0), TT.sum(axis=1), atol=1e-10)
assert abs(current_r - formula_r) < 1e-9
assert abs(drain_r - formula_r) < 1e-9
assert abs(f_r - TT[2, 0] / den) < 1e-9

# Probe strength from the mobility
tau = mobility * 1e-4 * mass * sc.m_e / sc.e
level = sc.hbar / tau / sc.e
lam = level * channel
k = np.sqrt(fermi * mass / KIN)
hv = 2 * fermi / k
beta = lam / (2 * hv)

# Flat wire: closed forms for a point probe, using the lattice velocity
flat = np.zeros(len(x))
gam_F = green(fermi, flat, flat)[1]
for strength in (0.3 * lam, lam, 4 * lam):
    b = strength / (2 * gam_F * spacing)
    T = partial(fermi, flat, point(2.5, strength))
    assert np.allclose(T, np.array([1, 2 * b, 2 * b]) / (1 + b)**2, atol=1e-9)
    assert abs(combine(T) - 1 / (1 + b)) < 1e-9
T_flat = combine(partial(fermi, flat, point(2.5, lam)))
inside = (abs(x) <= channel / 2 + 1e-9).astype(float)
spread = inside * lam / (spacing * inside.sum())
T_flat_spread = network(fermi, flat, spread)
# weak reflection at the ends of the absorbing region allows a few percent
assert abs(T_flat_spread / T_flat - 1) < 0.03


# Barrier without probe against the analytic transmission
def analytic(E, V):
    q = np.pi * np.sqrt(E * mass / KIN) * width
    s = np.pi / 2 * np.sqrt(4 * V * width**2 * mass / KIN - 1)
    return np.sinh(q)**2 / (np.sinh(q)**2 + np.cosh(s)**2)


U_on = barrier_on / np.cosh(x / width)**2
U_off = barrier_off / np.cosh(x / width)**2
T0_on = partial(fermi, U_on, flat)[0]
T0_off = partial(fermi, U_off, flat)[0]
assert abs(T0_on - analytic(fermi, barrier_on)) < 5e-3
# lattice error of the wave number is magnified by the tunnelling exponent
assert abs(T0_off / analytic(fermi, barrier_off) - 1) < 0.05

# Transistor with probe
eta_on = point(2.5, lam)
T_on = partial(fermi, U_on, eta_on)
seq_on = T_on[1] * T_on[2] / (T_on[1] + T_on[2])
Teff_on = combine(T_on)
fP_on = T_on[1] / (T_on[1] + T_on[2])
G_on, gam = green(fermi, U_on, eta_on)
gS, gD = np.zeros((2, len(x), len(x)))
gS[0, 0] = gam
gD[-1, -1] = gam
kin_on, kin_f = kinetic(G_on, gS, gD, np.diag(eta_on))
assert abs(kin_on - Teff_on) < 1e-8 and abs(kin_f - fP_on) < 1e-8
assert T_on[0] < Teff_on < T0_on
T_off = partial(fermi, U_off, point(0.0, lam))
Teff_off = combine(T_off)
assert Teff_off > T0_off

# Two scatterers with a smooth absorbing probe between them: loss of phase
U1, U2 = 0.9, 1.3


def single(U):
    V = np.zeros(21)
    V[10] = U
    return partial(fermi, V, np.zeros(21))[0]


T1, T2 = single(U1), single(U2)
profile = 0.05 * np.sin(np.pi * (np.arange(400) + 0.5) / 400)**2
coherent, broken = [], []
for gap in range(0, 24, 2):
    V = np.zeros(420 + gap)
    eta = np.zeros(420 + gap)
    V[5] = U1
    eta[8:408] = profile
    V[410 + gap] = U2
    coherent.append(partial(fermi, V, 0 * eta)[0])
    broken.append(combine(partial(fermi, V, eta)))
series = T1 * T2 / (T1 + T2)
assert np.ptp(coherent) > 0.2
assert np.ptp(broken) < 2e-3
assert np.max(abs(np.array(broken) - series)) < 2e-3


# Thermal averages; E = u^2 removes the square-root edge at the band bottom
def thermal(T_K, count):
    kT = sc.k * T_K / sc.e
    lo = np.sqrt(max(fermi - 25 * kT, 0.0))
    hi = np.sqrt(fermi + 25 * kT)
    z, w = np.polynomial.legendre.leggauss(count)
    u = lo + (hi - lo) * (z + 1) / 2
    E, wE = u**2, w * (hi - lo) / 2 * 2 * u
    T = np.array([partial(e, U_on, eta_on) for e in E]).T
    return kT, E, wE, T


def slope(E, kT):
    return 1 / (4 * kT * np.cosh((E - fermi) / (2 * kT))**2)


def two_probes(data):
    kT, E, wE, T = data
    weight = wE * slope(E, kT)
    return np.sum(weight * combine(T)), combine(T @ weight)


warm = thermal(temperature, 160)
deph, volt = two_probes(warm)
deph_check = two_probes(thermal(temperature, 110))[0]
deph_cold, volt_cold = two_probes(thermal(4.0, 60))
assert abs(deph_check / deph - 1) < 1e-4
assert volt > deph
assert abs(volt_cold / deph_cold - 1) < 1e-3
assert volt / deph - 1 > abs(volt_cold / deph_cold - 1)

kT, E, wE, T = warm


def occupation(mu):
    return 1 / (1 + np.exp((E - mu) / kT))


small = 1e-4
fS, fD = occupation(fermi + small / 2), occupation(fermi - small / 2)


def probe_current(shift):
    fP = occupation(fermi + shift)
    return np.sum(wE * (T[1] * (fP - fS) + T[2] * (fP - fD)))


shift = brentq(probe_current, -small, small, xtol=1e-16)
fP = occupation(fermi + shift)
volt_direct = np.sum(wE * (T[0] * (fS - fD) + T[1] * (fS - fP))) / small
assert abs(volt_direct / volt - 1) < 1e-4

quantum = degeneracy * sc.e**2 / sc.h * 1e6        # microsiemens
window = occupation(fermi + bias / 2) - occupation(fermi - bias / 2)
current = quantum * np.sum(wE * combine(T) * window)
assert abs(current / (quantum * deph * bias) - 1) < 0.02

# Size of neglected effects
T_spread = network(fermi, U_on, spread)
assert 0 < T_spread < 1
box = KIN * np.pi**2 / wire_side**2
E_conf = box * (1 / 0.19 + 1 / 0.92)
gap2 = box * 3 / 0.92
share2 = np.sum(wE * combine(T) * slope(E + gap2, kT)) / deph
mass_np = mass * np.sqrt(1 + 4 * alpha * E_conf)
T_np = combine(partial(fermi, U_on, eta_on, mass_np))
field = np.max(abs(np.gradient(U_on, spacing))) * 10

print(f"random device: T_eff formula {formula_r:.6f}, kinetic {current_r:.6f}")
print(f"random device: T_SP {TT[0, 2]:.4f}, T_PS {TT[2, 0]:.4f}")
print(f"transport mass {mass:.2f} m_e, lattice spacing {spacing:.2f} nm")
print(f"Fermi level {fermi:.3f} eV, temperature {temperature:.0f} K")
print(f"thermal energy kT {kT:.5f} eV")
print(f"channel length {channel:.1f} nm, barrier width w {width:.1f} nm")
print(f"barrier on {barrier_on:.2f} eV, off {barrier_off:.2f} eV")
print(f"mobility {mobility:.0f} cm2/Vs, tau {tau * 1e15:.2f} fs")
print(f"hbar/tau {level * 1e3:.2f} meV, probe strength {lam:.4f} eV nm")
print(f"wave number {k:.4f} 1/nm, hbar*v {hv:.4f} eV nm")
print(f"beta {beta:.4f}, 1/(1+beta) {1 / (1 + beta):.4f}")
print(f"flat wire T_eff: point probe {T_flat:.4f}")
print(f"flat wire T_eff: spread probes {T_flat_spread:.4f}")
print(f"on: T_0 without probe {T0_on:.4f}")
print(f"on: T_0 analytic {analytic(fermi, barrier_on):.4f}")
print(f"on: T_SD {T_on[0]:.4f}, T_SP {T_on[1]:.4f}, T_PD {T_on[2]:.4f}")
print(f"on: sequential term {seq_on:.4f}, T_eff {Teff_on:.4f}")
print(f"on: kinetic T_eff {kin_on:.4f}")
print(f"on: probe occupation for f_S=1, f_D=0: {fP_on:.4f}")
print(f"off: T_0 without probe {T0_off:.3e}")
print(f"off: T_SD {T_off[0]:.3e}, T_SP {T_off[1]:.3e}")
print(f"off: T_eff {Teff_off:.3e}, ratio to T_0 {Teff_off / T0_off:.1f}")
print(f"two scatterers: T_1 {T1:.4f}, T_2 {T2:.4f}")
print(f"coherent scan: min {min(coherent):.4f}, max {max(coherent):.4f}")
print(f"probe scan: min {min(broken):.5f}, max {max(broken):.5f}")
print(f"T_1 T_2/(T_1+T_2) {series:.5f}")
print(f"conductance unit g e^2/h {quantum:.2f} uS, g = {degeneracy}")
print(f"zero-temperature conductance {quantum * Teff_on:.2f} uS")
print(f"300 K average T_eff, energy-resolved probe {deph:.5f}")
print(f"300 K average T_eff, voltage probe {volt:.5f}")
print(f"300 K voltage probe by root search {volt_direct:.5f}")
print(f"voltage-probe excess at 300 K {100 * (volt / deph - 1):.3f} %")
print(f"voltage-probe excess at 4 K {100 * (volt_cold / deph_cold - 1):.5f} %")
print(f"300 K conductance, energy-resolved probe {quantum * deph:.2f} uS")
print(f"current at {bias * 1e3:.0f} mV and 300 K {current:.4f} uA")
print(f"neglected: spread phase breaking gives T_eff {T_spread:.4f}")
print(f"wire side {wire_side:.1f} nm, confinement energy {E_conf:.3f} eV")
print(f"neglected: nonparabolicity {alpha:.1f} 1/eV, mass {mass_np:.3f} m_e")
print(f"neglected: T_eff with nonparabolic mass {T_np:.4f}")
print(f"neglected: next subband {gap2:.3f} eV higher")
print(f"neglected: next-subband conductance share {100 * share2:.2f} %")
print(f"peak barrier field {field:.4f} MV/cm")
print("no test failed")
```

Printed output:

```
random device: T_eff formula 0.949172, kinetic 0.949172
random device: T_SP 0.7470, T_PS 0.4829
transport mass 0.19 m_e, lattice spacing 0.25 nm
Fermi level 0.060 eV, temperature 300 K
thermal energy kT 0.02585 eV
channel length 10.0 nm, barrier width w 5.0 nm
barrier on 0.05 eV, off 0.20 eV
mobility 300 cm2/Vs, tau 32.41 fs
hbar/tau 20.31 meV, probe strength 0.2031 eV nm
wave number 0.5470 1/nm, hbar*v 0.2194 eV nm
beta 0.4629, 1/(1+beta) 0.6836
flat wire T_eff: point probe 0.6831
flat wire T_eff: spread probes 0.6821
on: T_0 without probe 0.8599
on: T_0 analytic 0.8600
on: T_SD 0.2242, T_SP 0.3224, T_PD 0.6726
on: sequential term 0.2179, T_eff 0.4421
on: kinetic T_eff 0.4421
on: probe occupation for f_S=1, f_D=0: 0.3240
off: T_0 without probe 8.193e-07
off: T_SD 7.477e-07, T_SP 5.096e-04
off: T_eff 2.555e-04, ratio to T_0 311.9
two scatterers: T_1 0.4862, T_2 0.3120
coherent scan: min 0.0602, max 0.7893
probe scan: min 0.19003, max 0.19010
T_1 T_2/(T_1+T_2) 0.19004
conductance unit g e^2/h 309.92 uS, g = 8
zero-temperature conductance 137.01 uS
300 K average T_eff, energy-resolved probe 0.38084
300 K average T_eff, voltage probe 0.39558
300 K voltage probe by root search 0.39560
voltage-probe excess at 300 K 3.871 %
voltage-probe excess at 4 K 0.00697 %
300 K conductance, energy-resolved probe 118.03 uS
current at 10 mV and 300 K 1.1802 uA
neglected: spread phase breaking gives T_eff 0.4747
wire side 3.0 nm, confinement energy 0.265 eV
neglected: nonparabolicity 0.5 1/eV, mass 0.235 m_e
neglected: T_eff with nonparabolic mass 0.4219
neglected: next subband 0.136 eV higher
neglected: next-subband conductance share 1.42 %
peak barrier field 0.0768 MV/cm
no test failed
```
